Why a saturated ALD cycle need not deposit a monolayer

**The argument under review**

The submitted argument concerns a high-k film of Ta2O5 grown by atomic layer deposition (ALD) from pentakis(dimethylamido)tantalum, Ta(N(CH3)2)5, and water. It runs as follows.

"Each pulse stops by itself when the surface is full. A full surface carries one monolayer. Each cycle therefore adds one monolayer of Ta2O5, and a 5 nm film needs 14 cycles. If the film comes out thinner, the metal pulse was too short."

The first sentence is sound for an ideal ALD process. The second does not follow from it, because it does not say what the surface is full of. At the end of the metal pulse the surface holds tantalum atoms that still carry some of their ligands. These ligands can fill the available area while the tantalum atoms are far fewer than in a layer of finished oxide. The question to settle is how many metal atoms one saturated pulse can add.

**What is being counted**

Write L for a ligand, here N(CH3)2, and n for the number of ligands on the arriving molecule, here 5. During the metal pulse a molecule attaches by exchanging ligands with surface hydroxyl groups:

surface–OH + ML_n → surface–O–ML_(n−1) + HL (gas).

The same metal atom may react with a second or third OH group, releasing one more HL each time. Excess precursor is then purged. The water pulse removes the remaining ligands and leaves new OH groups. For tantalum the net reaction of the two pulses is

2 TaL5 + 5 H2O → Ta2O5 + 10 HL.

Water supplies no tantalum. The metal added in a cycle is thus fixed in the metal pulse, before the ligands that crowd the surface have been removed.

"Monolayer" also needs a definition, since Ta2O5 is not a stack of flat tantalum sheets. Let N be the number of metal atoms per volume of finished oxide. Give each atom a cube of volume 1/N. The cube has side N^(−1/3), so one layer of cubes has

thickness = N^(−1/3),  metal density per area = N^(2/3).

If a cycle adds c metal atoms per area, the average thickness gained and the fraction of a monolayer are

h = c/N,  θ = c/N^(2/3).

For a rough film density of 8.0 g/cm³ and a molar mass of 441.89 g/mol, with two Ta atoms per formula unit,

N = 2 × (8.0 g/cm³) × N_A/(441.89 g/mol) = 21.8 nm⁻³,

where N_A is the Avogadro constant. A monolayer is then 7.8 Ta/nm² and 0.358 nm thick. The argument's 14 cycles come from 5.0/0.358 = 13.97, rounded up. Its arithmetic is right; its premise is what needs examination.

**The ligand balance**

Let s be the density of OH groups before the metal pulse, and let q be the density of ligands released as HL. Every arriving ligand is either released or retained, so

nc = q + (retained ligands per area).

Each release consumes one OH group. Hence

q ≤ s.

The retained ligands need room. Model each as a hard disk of radius r, lying in one flat layer, and call the greatest possible number of disks per area Λ. Then

nc − q ≤ Λ.

The radius is an effective one: real ligands are neither round nor rigid. The value of Λ is a geometrical question that can be answered in full.

**How closely the ligands can pack**

Take non-overlapping disks on a large surface, and add further disks until no more fit. This cannot lower their density. Join neighbouring centres into Delaunay triangles, which are triangles whose circumscribed circles contain no other centre inside.

Let ρ be the radius of one such circle. If ρ were 2r or more, its middle would lie at least 2r from every disk centre, and another disk would fit there. None fits, so ρ < 2r. Also, every side of the triangle is at least 2r, because disks do not overlap. A side equals 2ρ times the sine of the opposite angle A, so

sin A = side/(2ρ) ≥ 2r/(2ρ) = r/ρ > 1/2.

Every angle therefore exceeds 30°. The largest angle C is at least 60°, since the three sum to 180°, and it is below 180° − 30° − 30° = 120°. In that range sin C ≥ √3/2. The two sides meeting at C are each at least 2r, so

triangle area ≥ (1/2)(2r)(2r)(√3/2) = √3 r².

The angles around each centre sum to 360°, while each triangle supplies 180°. Apart from a negligible edge, there are thus two triangles per disk, and each disk needs an area of at least 2√3 r². The triangular lattice with spacing 2r reaches this value. Therefore

Λ = 1/(2√3 r²).

For a rough effective radius of 0.25 nm,

Λ = 1/(2 × 1.732 × 0.0625 nm²) = 4.62 nm⁻².

**Three limits on the metal**

A metal atom attached by ligand exchange has released at least one ligand. Suppose that geometry lets it react with at most m OH groups, with m < n. Then

c ≤ q ≤ mc.

Three limits on c follow.

First, c ≤ q and q ≤ s give

c ≤ s.  (site limit)

Secondly, adding nc − q ≤ Λ and q ≤ s cancels q:

nc ≤ s + Λ, so c ≤ (s + Λ)/n.  (joint limit)

Thirdly, q ≤ mc means that at least nc − mc ligands are retained. They must fit, so

(n − m)c ≤ Λ, so c ≤ Λ/(n − m).  (ligand limit)

The metal density cannot exceed the smallest of the three:

c_max = min[s, (s + Λ)/n, Λ/(n − m)].

No stricter limit is hidden in the counting. For a given c we need some q that is at least as large as both c and nc − Λ, and no larger than either mc or s. Such a q exists if each lower bound is below each upper bound. That requires c ≤ mc, which holds since m ≥ 1; c ≤ s; nc − Λ ≤ mc; and nc − Λ ≤ s. The last three are the three limits above. The average number of bonds q/c then lies between 1 and m, and a mixture of atoms with different numbers of bonds supplies it.

This shows that the numbers can be reconciled, not that real molecules can find such an arrangement. I therefore read c_max as a ceiling, not as a predicted growth rate.

**Which limit acts**

Increase s from zero at fixed ligand size. At first the site limit is the smallest. It meets the joint limit when

s = (s + Λ)/n, so (n − 1)s = Λ, so s = Λ/(n − 1).

The joint limit meets the ligand limit when

(s + Λ)/n = Λ/(n − m),

s = nΛ/(n − m) − Λ = mΛ/(n − m).

With n = 5, m = 3 and r = 0.25 nm, these boundaries are 1.15 and 6.93 OH/nm². The three regimes have different slopes. In the first, each additional OH group raises the ceiling by one metal atom. In the second it raises it by only 1/n, or one fifth, because a new Ta atom brings five ligands that must be released or housed. In the third the slope is zero: more OH groups cannot help, since each metal atom already has its full number of bonds.

**The numbers for the film in question**

Take s = 4.0 OH/nm², a rough typical value for an oxide surface in ALD conditions. The three limits are

site: 4.00 Ta/nm²,

joint: (4.00 + 4.62)/5 = 1.72 Ta/nm²,

ligand: 4.62/(5 − 3) = 2.31 Ta/nm².

The joint limit is the smallest. At this ceiling each Ta atom has released on average 4.00/1.724 = 2.32 ligands and retains 2.68. The thickness and monolayer fraction are

h = 1.724/21.80 = 0.079 nm per cycle,

θ = 1.724/7.805 = 0.22.

So in this model a fully saturated cycle adds at most about 22 % of a monolayer. A thickness of 0.079 nm is smaller than an atom, but there is no paradox: it is the added volume divided by the wafer area. The balance says how much oxide is added, not where on the surface it lies.

If every cycle starts with the same OH density, a 5.0 nm film needs at least 5.0/0.0791 = 63.2, hence 64, cycles. The 14 cycles of the submitted argument would give at most 14 × 0.0791 = 1.11 nm. With these rough inputs the planned thickness would be missed by a factor of at least 4.5, with no fault in the pulse.

The same result can be stated as a mass, which is useful when growth is followed by weighing. Each Ta atom brings half a formula unit of Ta2O5, so the gain over a complete cycle is at most

(1.724 × 10¹⁴ cm⁻²) × (441.89 g/mol)/(2N_A) = 63 ng/cm².

A full monolayer would weigh 7.805/1.724 times as much, about 286 ng/cm².

**Bulkier ligands and fewer sites**

The two causes can be separated by changing one setting at a time.

Keep s = 4.0 nm⁻², n = 5 and m = 3, but raise the ligand radius to 0.40 nm. This is a hypothetical ligand, not another named precursor. The packing limit falls as 1/r², to 1.80 nm⁻². The ligand limit now acts:

c_max = 1.804/2 = 0.90 Ta/nm².

This is 0.041 nm per cycle, or 12 % of a monolayer. At this ceiling the metal uses 3 × 0.902 = 2.71 OH/nm². The other 1.29 OH/nm² stay unreacted, although precursor is still available. Open sites and a saturated surface can coexist.

Now restore r = 0.25 nm and lower s to 1.0 nm⁻². The site limit gives c_max = 1.0 Ta/nm², which is 0.046 nm per cycle, or 13 % of a monolayer. Each Ta has one bond and retains four ligands. These total 4.0 nm⁻², less than the 4.62 nm⁻² that could fit. Here some room is left, but there are no sites to use it.

**Could a cycle ever deposit a monolayer?**

Nothing in the balance forbids it in principle. All three limits must reach N^(2/3) = 7.8 nm⁻². For our film, with s = 4.0 nm⁻², the site limit alone prevents this: even ligands of zero size would leave c at or below 4.0 nm⁻², about half a monolayer.

Suppose instead that OH groups are unlimited. With r = 0.25 nm the ligand limit still holds c to 2.31 nm⁻², or 30 % of a monolayer. To reach a monolayer the ligands must satisfy

Λ ≥ (n − m)N^(2/3) = 2 × 7.805 = 15.6 nm⁻².

Putting Λ = 1/(2√3 r²) and solving for r,

r ≤ [1/(2√3 × 15.6 nm⁻²)]^(1/2) = 0.136 nm.

That is little more than half the radius assumed for N(CH3)2. At this largest allowed radius the surface would also have to supply three OH groups for each Ta atom, or about 23 nm⁻². Still smaller ligands would need fewer, but never less than one per Ta atom. A precursor that brings fewer or smaller ligands can come closer to a monolayer, provided that the site limit is not the one that acts. So can an oxide with a lower metal density, because its monolayer contains fewer metal atoms. The correct statement is therefore that a cycle does not generally deposit one.

**Would a longer pulse help?**

The argument's last sentence blames a short pulse. That fault can occur, and it can be told apart from saturation. Let P be the precursor pressure, M the mass of a molecule, k the Boltzmann constant and T the temperature. The gas has P/(kT) molecules per volume. For the velocity component v towards the surface, the Maxwell distribution gives a mean inward flow per molecule of

∫₀^∞ v √(M/(2πkT)) exp(−Mv²/(2kT)) dv = √(M/(2πkT)) × kT/M = √(kT/(2πM)).

The number striking unit area per time is the product:

F = [P/(kT)] √(kT/(2πM)) = P/√(2πMkT).

At 0.1 Torr and 523 K this is 7.7 × 10⁴ nm⁻² s⁻¹. Let σ be the probability that a molecule striking the fresh surface reacts, and suppose that this probability falls in proportion to the remaining capacity:

dc/dt = σF(1 − c/c_sat).

With u = 1 − c/c_sat this becomes du/dt = −(σF/c_sat)u. Since u = 1 at the start, u = exp(−σFt/c_sat), and

c = c_sat[1 − exp(−σFt/c_sat)].

For illustration set c_sat equal to the ceiling, 1.724 nm⁻², and assume σ = 10⁻³. Then 99 % of saturation is reached when the exponential equals 1/100:

t = c_sat ln(100)/(σF) = 1.724 × 4.605/76.7 = 0.10 s.

The uptake is 1.02 Ta/nm² after 0.02 s and 1.72 Ta/nm² after 0.5 s. It is still 1.72 Ta/nm² after 5 s. The 0.02 s pulse is indeed too short. The 0.5 s pulse is not, yet it deposits 22 % of a monolayer. If σ were a hundred times smaller, the 99 % time would be about 10 s and the 0.5 s pulse would fail. The practical check is to lengthen the pulse and see whether growth changes; a comparison with a monolayer does not answer that question.

**What happens without rearrangement**

The ceiling allows the best possible arrangement. A simulation of the opposite kind lets nothing move after it attaches. OH sites are scattered at random on a 10 nm square with periodic edges. Molecules arrive at random points. Each bonds to as many as three free OH sites within 0.30 nm, provided that its remaining ligands, held as a rigid group of disks, do not overlap those already present. One run was made for each case, so small differences should not be read closely.

With r = 0.25 nm and s = 4.0 nm⁻², the uptake is 0.75 Ta/nm² at half the dose and 0.76 Ta/nm² at the full dose. This is less than half the ceiling, equivalent to 0.035 nm per cycle. The uptake has slowed greatly but has not stopped: random packing fills its last gaps slowly, and a dose twenty times larger raises it to about 0.81 Ta/nm². Runs with different random numbers scatter by about 0.03 Ta/nm². At the full dose 64 % of the OH groups have not reacted.

The ligand balance shows where the shortfall lies. The reacted OH density is 0.363 × 4.0 = 1.45 nm⁻². The arriving ligands number 5 × 0.76 = 3.80 nm⁻², so 3.80 − 1.45 = 2.35 nm⁻² are retained. This is about half the densest packing. The surface has neither used all its sites nor packed its ligands closely.

At the same OH density, raising r to 0.40 nm lowers the uptake to 0.33 Ta/nm² and leaves 85 % of the OH unreacted. At the original radius, lowering s to 1.0 nm⁻² gives 0.44 Ta/nm². Finally, shrinking the ligands to 0.02 nm at s = 4.0 nm⁻² leaves no unreacted OH and raises the uptake to 2.83 Ta/nm². In this model, then, it is the size of the ligands that keeps the remaining sites from reacting. The last uptake is below 4.0 because some Ta atoms use more than one site: the average is 4.0/2.83 = 1.4.

The numbers also depend on the assumed bond reach of 0.30 nm. In the base case at the same dose, a reach of 0.20 nm gives about 0.63 Ta/nm² with 77 % of the OH unreacted, and a reach of 0.50 nm gives about 1.0 Ta/nm² with 34 % unreacted. The retained ligands stay near half the densest packing throughout. These runs do not set a lower bound for a real film. Ligands can turn and bend, and attached species may rearrange. They show how far random, rigid attachment can fall below the ceiling.

**How far the model can be trusted**

ALD of Ta2O5 from this precursor and water is commonly run near the 523 K used here, and its growth is roughly 0.1 nm per cycle or a little less. The ceiling of 0.079 nm is of that size, but the agreement proves little, because r and s are rough inputs. A real growth of 0.085 to 0.10 nm per cycle would in fact lie above this ceiling. It would mean 59 to 50 cycles for 5 nm and 24 to 28 % of a monolayer, so the figure of 64 cycles is a bound only for the inputs assumed. Changing r by 0.02 nm either way moves the ceiling between 0.073 and 0.087 nm. Changing s by 1 nm⁻² either way moves it between 0.070 and 0.088 nm. A film density of 7.5 instead of 8.0 g/cm³ raises it to 0.084 nm. Allowing at most m = 2 bonds lowers it to 0.071 nm, and m = 1 lowers it to 0.053 nm. The flat ligand layer is the assumption most open to doubt. If ligands could overlap in projection enough to hold 1.5 flat layers, the joint limit would become (4.0 + 1.5 × 4.62)/5 = 2.19 Ta/nm², or 28 % of a monolayer. The number changes noticeably; the conclusion does not.

Some molecules can also attach without OH, by splitting on the oxide and passing a ligand to a neighbouring surface atom. This evades the site limit. The ligand limit still holds if the transferred ligands stay in the flat layer and no more than m ligands are released per new metal atom; it can be evaded when either condition fails. The joint limit survives if the transferred ligands stay in the flat layer and releases still consume OH, because its derivation used only the total ligand count. With no OH at all it gives Λ/n = 4.62/5 = 0.92 Ta/nm².

Heat can break the self-limitation itself. If ligands decompose, they make room for more metal throughout the pulse. For a first-order process with barrier E and attempt rate ν, the fraction decomposed in time t is

1 − exp(−Kt),  K = ν exp(−E/(kT)).

With assumed values E = 1.7 eV and ν = 10¹³ s⁻¹, a 0.5 s pulse decomposes 0.02 % at 523 K but 8 % at 623 K. In the hotter case growth could keep rising with pulse time, and neither saturation nor the ceiling could be relied on. The calculation also leaves out surface roughness and the first cycles on a foreign substrate, where s may differ.

**Recommendation**

The claim "one cycle, one monolayer" should be withdrawn. The surface may be called saturated with ligand-bearing species, provided that this is not equated with a monolayer of oxide. The cycle count should come from a growth per cycle measured on the intended surface, at a pulse length where growth has stopped changing. The main computed values are in the numerical output below.

Computed values

```
Ligands per molecule n = 5; most surface bonds m = 3
OH density: 4.0 /nm^2; ligand radius: 0.25 nm
Film density: 8.0 g/cm^3
Ta2O5 molar mass: 441.89 g/mol
Ta volume density: 21.80 /nm^3
Monolayer Ta density: 7.805 /nm^2
Monolayer thickness: 0.3579 nm
Greatest flat ligand density: 4.619 /nm^2
Base site limit: 4.000 Ta/nm^2
Base joint limit: 1.724 Ta/nm^2
Base ligand limit: 2.309 Ta/nm^2
Base ceiling: 1.724 Ta/nm^2, 0.0791 nm/cycle, 22.1 % of monolayer
Released ligands per Ta at ceiling: 2.32
Mass gain at ceiling: 63.2 ng/cm^2 per cycle
Joint regime starts at OH = 1.155 /nm^2
Joint regime ends at OH = 6.928 /nm^2
Unlimited OH: 2.309 Ta/nm^2, 0.1059 nm/cycle, 29.6 % of monolayer
Bulky ligand radius: 0.40 nm; its greatest density: 1.804 /nm^2
Bulky ligand: 0.902 Ta/nm^2, 0.0414 nm/cycle, 11.6 % of monolayer
Sparse OH density: 1.0 /nm^2
Sparse OH: 1.000 Ta/nm^2, 0.0459 nm/cycle, 12.8 % of monolayer
Ligand radius for monolayer, unlimited OH: 0.136 nm
Target film: 5.0 nm; least cycles at ceiling: 64
Cycles in one-monolayer picture: 14
Greatest film from that many cycles: 1.11 nm
Temperature: 523 K; precursor: 0.1 Torr
Assumed sticking: 1e-03; pulse: 0.5 s
Precursor flux: 7.667e+04 /nm^2/s
Time to 99 % of saturation: 0.104 s
Uptake after 0.02 s: 1.016 Ta/nm^2
Uptake after 0.50 s: 1.724 Ta/nm^2
Uptake after 5.00 s: 1.724 Ta/nm^2
Unfilled fraction after pulse: 2.2e-10
Simulation: side 10 nm, bond reach 0.30 nm
Random arrival, base: half dose 0.75, full 0.76 Ta/nm^2; unreacted OH 63.7 %
Random arrival, bulky ligand: half dose 0.31, full 0.33 Ta/nm^2; unreacted OH 85.0 %
Random arrival, sparse OH: half dose 0.43, full 0.44 Ta/nm^2; unreacted OH 46.0 %
Random arrival, tiny ligand: half dose 2.83, full 2.83 Ta/nm^2; unreacted OH 0.0 %
Random-arrival base growth: 0.0349 nm/cycle
Ligand radius 0.23 nm: 1.891 Ta/nm^2, 0.0867 nm/cycle, 24.2 % of monolayer
Ligand radius 0.27 nm: 1.592 Ta/nm^2, 0.0730 nm/cycle, 20.4 % of monolayer
OH density 3.0 /nm^2: 1.524 Ta/nm^2, 0.0699 nm/cycle, 19.5 % of monolayer
OH density 5.0 /nm^2: 1.924 Ta/nm^2, 0.0882 nm/cycle, 24.6 % of monolayer
With 1.5 ligand layers: 2.186 Ta/nm^2, 28.0 % of monolayer
Assumed decomposition barrier: 1.7 eV; attempt rate: 1e+13 /s
Decomposed in one pulse at 523 K: 0.021 %
Decomposed in one pulse at 623 K: 8.466 %
```
